# How electron-induced emission lowers the sheath drop at a floating wall

## Question

I am working on ion energies in plasma-enhanced atomic layer deposition and am stuck on this exercise:

> A floating wall faces a plasma with electron temperature 3 eV. Each electron that hits the wall releases 0.5 electrons on average. Neglecting the space charge of the emitted electrons, show that emission lowers the sheath drop by about 2.1 V.

I know that the electron and ion currents to a floating wall must balance. But no ion mass is given, and I can't see how to get a voltage without one. I also expected the yield to change when the sheath drop changes, since a different barrier should let through electrons of different energy. Finally, how far can I trust the answer if the emitted electrons do carry space charge?

## Answer

The ion mass is needed for each sheath drop but cancels from their difference. The yield does not change with the drop either, provided that the plasma electrons are Maxwellian. The first fact comes out of the current balance, the second out of the shape of the Maxwellian distribution.

### Conventions and assumptions

Let $V>0$ be the potential drop from the sheath edge to the wall, so the wall is negative. I write the electron temperature $T$ in eV, so that $eT$ is an energy in joules and $V/T$ is a pure number. The electron and ion masses are $m$ and $M$, and $n$ is the density at the sheath edge. The yield $\delta$ counts all electrons sent back per incident electron, reflected ones included.

The ions are singly charged, and there is no magnetic field and no rf voltage across the sheath. Emitted electrons enter the plasma and lose enough energy there to join its electron population before they can reach a wall again. The comparison is made at fixed $T$.

### The ion flux

Let ions enter the sheath with kinetic energy $\varepsilon T$ in eV, and let $\chi T$ be the potential drop from the edge to a point inside. Energy conservation raises the ion speed by the factor $\sqrt{1+\chi/\varepsilon}$. Since the ion flux is constant, the density falls by the same factor. The repelled electrons follow a Boltzmann factor:

$$
\frac{n_i}{n}=\left(1+\frac{\chi}{\varepsilon}\right)^{-1/2},\qquad \frac{n_e}{n}=e^{-\chi}.
$$

For small $\chi$,

$$
\frac{n_i-n_e}{n}\approx\left(1-\frac{\chi}{2\varepsilon}\right)-(1-\chi)=\chi\left(1-\frac{1}{2\varepsilon}\right).
$$

Poisson's equation makes $\chi''$ proportional to this charge. A negative coefficient would give an oscillating potential instead of one that grows steadily towards the wall, so $\varepsilon\ge 1/2$. I take the marginal value $\varepsilon=1/2$, the usual Bohm condition. Then $\tfrac12Mu_B^2=\tfrac12eT$, and

$$
u_B=\sqrt{\frac{eT}{M}},\qquad \Gamma_i=n\sqrt{\frac{eT}{M}}.
$$

### The electron flux

An electron reaches the wall if its velocity towards the wall exceeds $v_c=\sqrt{2eV/m}$. For a Maxwellian at the sheath edge,

$$
\Gamma_e=n\sqrt{\frac{m}{2\pi eT}}\int_{v_c}^{\infty}v\,e^{-mv^2/(2eT)}\,dv.
$$

The integral is $(eT/m)\,e^{-mv_c^2/(2eT)}$, and $mv_c^2/2=eV$. Therefore

$$
\Gamma_e=n\sqrt{\frac{eT}{2\pi m}}\;e^{-V/T}.
$$

### The balance with emission

The wall receives $\Gamma_e$ electrons and emits $\delta\Gamma_e$. The sheath field pushes the emitted electrons into the plasma, so the net electron flux to the wall is $(1-\delta)\Gamma_e$. Zero current requires

$$
(1-\delta)\,n\sqrt{\frac{eT}{2\pi m}}\;e^{-V/T}=n\sqrt{\frac{eT}{M}}.
$$

Cancel $n\sqrt{eT}$ and isolate the exponential:

$$
e^{V/T}=(1-\delta)\sqrt{\frac{M}{2\pi m}},\qquad
V(\delta)=T\ln\left[(1-\delta)\sqrt{\frac{M}{2\pi m}}\right].
$$

The logarithm of the product is a sum, and the mass term is the same with and without emission. Hence

$$
V(0)-V(\delta)=-T\ln(1-\delta).
$$

For $T=3$ eV and $\delta=0.5$,

$$
V(0)-V(0.5)=3\ln 2\ \text{V}=2.08\ \text{V},
$$

which is the 2.1 V you were asked for. At $\delta=0.5$ the wall keeps one electron of every two that arrive. It must therefore receive twice the electron flux to balance the same ion flux, and the barrier falls until the Boltzmann factor has doubled.

For small $\delta$ the reduction is approximately $T\delta$. At larger yield it grows faster: with $T$ still 3 eV, it is 1.53 V at $\delta=0.4$ and 2.75 V at $\delta=0.6$.

### Why the yield stays the same

Let $w_z$ be the energy, in eV, that an electron has left in its motion normal to the wall when it arrives. At the sheath edge its normal energy was $V+w_z$. The flux weight $v\,dv$ is proportional to $dw_z$, so the arriving electrons are distributed as

$$
e^{-(V+w_z)/T}\,dw_z=e^{-V/T}\,e^{-w_z/T}\,dw_z.
$$

The drop $V$ changes how many electrons arrive, but not the shape of their distribution. The mean of $w_z$ is $T$. The two velocity components along the wall are untouched by the sheath and carry another $T/2$ each. The mean impact energy is thus $2T=6$ eV for either drop.

The distribution of impact angles is also independent of $V$, because the normal and tangential distributions both are. So even if the yield of one electron depends on its energy and angle, its flux average $\delta$ is the same before and after the drop changes. This relies on the Maxwellian form and on fixed $T$.

### Numbers for an argon plasma

Take argon ions of mass 39.95 u, for which $M/m=72824$. At 3 eV, $u_B=2692$ m/s, and the prefactor of the electron flux is $\sqrt{eT/(2\pi m)}=2.898\times10^5$ m/s. Without emission,

$$
V(0)=3\ln\frac{2.898\times10^5}{2692}\ \text{V}=14.04\ \text{V}.
$$

With $\delta=0.5$, the arriving electron flux per unit edge density must rise from 2692 to 5383 m/s, and

$$
V(0.5)=3\ln\frac{2.898\times10^5}{5383}\ \text{V}=11.96\ \text{V}.
$$

An ion of mass 32 u, such as $\mathrm{O_2^+}$, would give other drops but the same 2.08 V difference.

For film growth the useful quantity is the ion impact energy. If neither the sheath nor the presheath is collisional, an ion gains $T/2=1.5$ eV before the sheath edge and $V$ inside the sheath. Its impact energy then falls from 15.54 to 13.46 eV.

Other changes to the ion current cancel in the same way. If the ion side of the balance is multiplied by a common factor $c$, both drops change by $-T\ln c$:

- If each ion also releases 0.1 electrons, $c=1.1$ and both drops fall by 0.29 V.
- If the ions enter at 0.8 of the Bohm speed, as a simple stand-in for collisions, $c=0.8$ and both drops rise by 0.67 V. This only rescales the ion flux: $\varepsilon=0.32$ violates the collisionless condition $\varepsilon\ge1/2$, so it is not a solution of the sheath model above.

Neither case changes the 2.08 V difference. A change of temperature does matter. At fixed $\delta$ the logarithm in $V(\delta)$ is constant, so $V$ is proportional to $T$. Raising $T$ by 0.1 eV at $\delta=0.5$ raises the drop by 0.40 V.

### What emitted space charge does

To estimate the neglected charge, let the emitted electrons leave the wall with no initial energy. Their flux is $\delta\Gamma_e=\delta\,\Gamma_i/(1-\delta)$, and they reach the sheath edge at speed $\sqrt{2eV/m}$. With $\eta=V/T$ and ion entry speed $\sqrt{2e\varepsilon T/M}$, their share of the edge density is

$$
a=\frac{\delta}{1-\delta}\sqrt{\frac{m\,\varepsilon}{M\,\eta}}.
$$

For $\delta=0.5$, $\varepsilon\approx0.5$ and $\eta\approx4$, this is 0.13 %. The emitted electrons are few because they cross the sheath edge fast.

This charge alters two conditions. Plasma electrons now supply only the fraction $1-a$ of the edge density, so zero current becomes

$$
(1-\delta)(1-a)\sqrt{\frac{M}{2\pi m}}\,e^{-\eta}=\sqrt{2\varepsilon}.
$$

The emitted density inside the sheath is $na(1-\chi/\eta)^{-1/2}$, since these electrons are slower nearer the wall. Setting the first-order net charge to zero, as before, gives

$$
\frac{1}{2\varepsilon}=1-a-\frac{a}{2\eta}.
$$

To first order in $a$, $\ln(1-a)\approx-a$ and $\tfrac12\ln(2\varepsilon)\approx\tfrac12[a+a/(2\eta)]$. Taking the logarithm of the current balance shows that $\eta$ changes by

$$
-a-\frac12\left(a+\frac{a}{2\eta}\right)=-a\left(\frac32+\frac{1}{4\eta}\right).
$$

Multiplied by 3 V, this is a further fall of about 6 mV. Solving the equations numerically gives a total reduction of 2.086 V instead of 2.079 V. In this model, neglecting the emitted charge is a very good approximation at $\delta=0.5$.

It fails near $\delta=1$. To see where, use Poisson's equation in the form

$$
\lambda_D^2\,\chi''=\frac{n_i-n_e-n_{em}}{n},\qquad \lambda_D^2=\frac{\epsilon_0T}{en},
$$

where $n_{em}$ is the emitted density and $\epsilon_0$ the vacuum permittivity. Multiply by $2\chi'$ and integrate from the edge, where the field is taken as zero, to the wall:

$$
\begin{aligned}
(\lambda_D\chi'_w)^2=2\Big[&2\varepsilon\left(\sqrt{1+\eta/\varepsilon}-1\right)\\
&-(1-a)(1-e^{-\eta})-2a\eta\Big].
\end{aligned}
$$

The three terms come from ions, plasma electrons and emitted electrons. At $\delta=0.5$ the right side is 2.01, so a field still pulls emitted electrons away from the wall. Numerical root finding puts its zero at $\delta=0.970$ for argon, where the drop is 3.04 V. The simple formula would give $14.04+3\ln(0.0302)=3.54$ V there, already 0.5 V too high. These digits belong to the model with cold emission and a full Boltzmann density. At a drop of only about $T$, some 8 % of that edge density would be electrons the wall has in fact absorbed, so the values are approximate. Above this yield, cold emitted electrons can no longer all leave, and the simple formula should not be used.

### Two larger corrections

**A depleted energetic tail.** The electrons that cross a 12–14 V barrier are those that can also excite argon, and inelastic collisions may remove them faster than they are replaced. As a rough model, let the electron density in velocity space be isotropic, a function $g(W)$ of the kinetic energy $W$ alone, and let it fall with a temperature of 3 eV up to 11.5 eV and 2 eV above it.

The flux follows by writing the energy as a normal part plus a tangential part. The weights $v_z\,dv_z$ and $v_t\,dv_t$ are proportional to the two energy elements. At total energy $W$, the normal part may lie anywhere from $V$ to $W$, a range of width $W-V$. Thus

$$
\Gamma_e\propto\int_V^\infty (W-V)\,g(W)\,dW.
$$

The electron density is proportional to $\int_0^\infty\sqrt{W}\,g(W)\,dW$, since $v^2\,dv$ is proportional to $\sqrt{W}\,dW$. I normalized $g$ to the same density as the 3 eV Maxwellian and kept $\delta=0.5$ and the ion entry speed fixed. Solving the current balance by numerical integration and root finding gives drops of 11.61 V without emission and 10.20 V with it. The reduction is 1.41 V, close to $2\ln2=1.39$ V. The temperature that matters is mainly that of the electrons able to reach the wall. With the change of slope placed at 13 or 15.8 eV instead, more of those electrons have the 3 eV slope and the reduction is 1.48 or 1.66 V. Holding $\delta$ at 0.5 is also a choice, because the mean impact energy has fallen from 6 eV to about 4 eV. If the yield were proportional to impact energy and equal to 0.5 for the 3 eV Maxwellian, it would fall to 0.33 and the reduction to about 0.8 V.

A smaller kinetic effect exists even for a Maxwellian source. Electrons absorbed by the wall do not return, so they are missing from the outgoing half of the edge distribution. Recomputing the edge density, the marginal ion condition and the current balance without them lowers the 2.08 V reduction by about 6 mV. Emitted charge was left out of that calculation.

**Electrons that cross the chamber.** Suppose that a fraction $f$ of the emitted electrons reaches an identical opposite wall unscattered and has the same yield there. If plasma electrons supply a flux $\Gamma_p$ to each wall, the total incident flux $\Gamma_t$ obeys

$$
\Gamma_t=\Gamma_p+f\delta\,\Gamma_t
\quad\Longrightarrow\quad
\Gamma_t=\frac{\Gamma_p}{1-f\delta}.
$$

The net flux is $(1-\delta)\Gamma_t$, so $1-\delta$ in the original balance is replaced by $(1-\delta)/(1-f\delta)$:

$$
V(0)-V(\delta)=-T\ln\frac{1-\delta}{1-f\delta}.
$$

For $f=0$ this is the earlier result. For $f=1$ the reduction vanishes, because each wall receives as many emitted electrons as it loses.

I estimate $f=e^{-L/\lambda}$ for a gap $L=20$ cm, with mean free path $\lambda=k_BT_g/(p\sigma)$. Here $k_B$ is Boltzmann's constant, $p$ the pressure, $T_g=300$ K the gas temperature and $\sigma\approx2\times10^{-15}$ cm² a rough electron–argon cross-section. At 10 mTorr, $\lambda=1.55$ cm and $f\approx3\times10^{-6}$, so direct crossing is negligible. At 1 mTorr, $\lambda=15.5$ cm and $f=0.28$, and the reduction would be 1.63 V if these slow arrivals had the same yield as plasma electrons.

These figures count unscattered crossings only. An elastic collision with argon turns an electron but takes almost none of its energy. An electron emitted with an electronvolt or so can therefore scatter many times and still get back over the barrier to a wall, unless it first loses that excess energy to other electrons or in an inelastic collision. A small $f$ therefore does not rule such returns out. As a rough size, take a random walk in the same gap with isotropic scattering, a 12 V barrier, 1 eV emission energy and an assumed 0.5–2 % chance of an inelastic loss per collision. It returns about 15–40 % of the emitted electrons at 10 mTorr and 65–85 % at 1 mTorr. Used in place of $f$ with the same yield, these fractions give reductions of about 1.8–1.4 V and 0.9–0.4 V, so the 1.63 V above is an upper value for that assumption. With a 10 % inelastic chance per collision, the 10 mTorr reduction returns to about 2.0 V.

### Reading the result for a real process

An argon-containing plasma step in oxide deposition, with an electron temperature of a few eV and a pressure of 10 mTorr or more, is the setting I have in mind. These are rough values. The yield of 0.5 is prescribed by your exercise; it is not a computed or measured property of a particular oxide. An insulating film can satisfy the zero-current condition locally, but an rf-biased substrate needs a different, time-averaged balance. Ion collisions in the sheath lower the mean impact energy below $V+T/2$, and they become more frequent as the pressure rises. The depleted tail matters for the difference: it moves 2.08 V to 1.41 V for the tail I assumed, at a yield held at 0.5. Emitted electrons that return to a wall after elastic scattering can matter as much, by an amount that depends on the inelastic losses in the gas and is only roughly estimated above. So 2.1 V is the answer for Maxwellian electrons at fixed temperature when the emitted electrons stay in the plasma. For a particular reactor, a measured electron energy distribution should replace the assumed one.
